Brooks's Effective Screening Density in Partly Ionised, Compensated n-Type Semiconductors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Screening by free electrons and by donor occupation

A calculation of ionised-impurity scattering with a screened Coulomb potential needs a screening length, and so a decision about which density to put into it. When all donors are ionised, the free-electron density is the natural choice. When part of the electrons are bound, that choice can leave out more than half of the screening charge. For the silicon example in the second half, at 60 K, the free electrons alone would give a screening length of 129 nm. Including the response of the donors gives 87 nm. The density that belongs in the second calculation is derived here.

Consider a uniform n-type semiconductor with N_D donors and N_A acceptors per volume, and N_D > N_A. The free-electron density is n. Every acceptor has taken up an electron and carries the charge −e, with e > 0. The acceptor levels lie so far below the chemical potential that a small potential does not alter their occupation. A donor is either neutral, with one bound electron, or empty, with charge +e. A second bound electron is excluded from the model. Holes are neglected.

Energies are measured from the conduction-band edge of the unperturbed crystal, and μ is the chemical potential on this scale. The free electrons are taken as non-degenerate, so that their occupation is exp[−(E−μ)/k_BT]. With M equivalent valleys and a density-of-states mass m per valley, the density of states, both spins included, is

D(E) = (M/2π²)(2m/ħ²)^(3/2) √E.  (1)

The electron density is the integral of D(E) times the occupation. The remaining integral is ∫₀^∞ √E exp(−E/k_BT) dE = (√π/2)(k_BT)^(3/2), which gives

n = N_c exp(μ/k_BT),  N_c = 2M[m k_BT/(2πħ²)]^(3/2).  (2)

For ellipsoidal valleys with one longitudinal mass m_l and two transverse masses m_t, rescaling the three momentum axes turns the ellipsoid into a sphere. The volume in momentum space then fixes m = (m_l m_t²)^(1/3).

A donor can exchange its electron with the rest of the crystal. Its empty state has the statistical weight 1. A bound level with binding energy E_i lies at the energy −E_i. If it contains g_i states, its weight is g_i exp[(μ+E_i)/k_BT]. The probability p that the donor is ionised is the weight of the empty state divided by the sum of all weights:

p = 1/[1 + Z exp(μ/k_BT)],  Z = Σ_i g_i exp(E_i/k_BT).  (3)

The average charge density must vanish in the uniform crystal. Positive donors balance acceptors and free electrons:

N_D p = n + N_A.  (4)

These relations also fix n. From (3), 1/p − 1 = Z exp(μ/k_BT), and from (2) this equals nZ/N_c. Inserting p from (4) on the left gives

(N_D − N_A − n)/(n + N_A) = nZ/N_c.

With K = N_c/Z, cross-multiplication gives

n(n + N_A) = K(N_D − N_A − n),

n² + (N_A + K)n − K(N_D − N_A) = 0.  (5)

The product of the two roots is negative, so there is one positive root. Multiplying the numerator and denominator of the usual root formula by the sum of its two terms avoids the subtraction of nearly equal numbers when n is small:

n = 2K(N_D − N_A)/{N_A + K + √[(N_A + K)² + 4K(N_D − N_A)]}.  (6)

Now let a weak static electrostatic potential φ(r) be present. An electron has the potential energy

w(r) = −eφ(r).  (7)

Suppose that w varies slowly over the thermal wavelength of a free electron and over the size of a bound donor orbit. The band edge at r then moves up by w, and so does every bound level of a donor at r. In equilibrium the electrochemical potential is the same everywhere. Occupation depends on the distance between a level and that common value, so the local densities follow from the uniform ones when μ is replaced by μ − w(r).

For the free electrons, (2) gives n exp(−w/k_BT) at the point r. To first order in w/k_BT the change is

δn = −n w/k_BT.  (8)

For the donors, write X = Z exp(μ/k_BT), so that p = 1/(1+X) and dX/dμ = X/k_BT. Then

dp/dμ = −[1/(1+X)²] X/k_BT.

Because 1/(1+X) = p and X/(1+X) = 1−p, this becomes

dp/dμ = −p(1−p)/k_BT.  (9)

Replacing μ by μ−w changes the argument by −w. The two minus signs cancel, and the density of positive donors changes by

δN_D⁺ = +N_D p(1−p) w/k_BT.  (10)

The signs have a direct meaning. Near a negative charge, w is positive. Free electrons leave, and donors there become ionised more often. Both changes add positive charge. The induced charge density is

ρ_ind = e(δN_D⁺ − δn) = e[n + N_D p(1−p)] w/k_BT.  (11)

The bracket plays the part that the free-electron density plays in ordinary Debye screening. It is the effective screening density n*:

n* = n + N_D p(1−p).  (12)

This form holds in the linear local model whether or not the region is neutral on average, as long as n and p are its actual equilibrium values and the free electrons are non-degenerate. For a neutral region, (4) gives p = (n+N_A)/N_D, and (12) becomes Brooks's result:

n* = n + (n + N_A)[1 − (n + N_A)/N_D].  (13)

The second term is the density of ionised donors multiplied by the fraction of donors that are neutral. Both kinds must be present. If all donors are ionised, there is no bound electron that could move. If all are neutral, there is no vacant site to which an electron can go.

Poisson's equation turns n* into a length. Let ρ_ext be the density of the charge to be screened, and let ε be the static permittivity of the crystal without these mobile charges. Then ∇²φ = −(ρ_ind + ρ_ext)/ε. Multiplication by −e, with (7) and (11), gives

∇²w = q²w + eρ_ext/ε,  q² = e²n*/(εk_BT).  (14)

The screening length is λ = 1/q. For one fixed charge −e at the origin, ρ_ext = −eδ(r), and hence

∇²w − q²w = −(e²/ε)δ(r).  (15)

Away from the origin, set w = u(r)/r. The spherical Laplacian of w is then u″/r, so u″ = q²u. The solution that vanishes at large distance is u = C exp(−qr). Close to the origin w approaches C/r, whose Laplacian is −4πCδ(r). Comparison with (15) fixes C:

w(r) = A exp(−r/λ)/r,  A = e²/(4πε).  (16)

In terms of A, equation (14) reads

q² = 4πA n*/k_BT.  (17)

The sum of the induced charge confirms that the fixed charge is fully screened at large distance. Inserting (16) into (11) and using (17), the total is e(q²/4πA)∫w d³r. The integral is 4πA∫₀^∞ r exp(−qr) dr = 4πA/q², so the total is +e. A fraction n/n* of it comes from free electrons and the remaining fraction from donors.

The donor term can be understood as a redistribution of electrons among donor sites. A system without any conduction band shows why. Take two groups of S donors each. Raise the levels of the first group by w/2 and lower those of the second by w/2. Keep the total number of bound electrons fixed, with a mean bound fraction 1−p. To first order, the symmetry of the two groups leaves the common chemical potential unchanged. By (9), the number of electrons on the first group changes by

δN₁ = −S p(1−p) w/(2k_BT),  (18)

and the second group gains the same number. Thus the donor response does not require a change in the number of free electrons. It requires only that electrons can pass between donors, either directly or through the band. The internal level sum Z gives the same factor to every arrangement with the same number of bound electrons, so it drops out of this redistribution.

The counting can also be done without (3). The number of ways to put j electrons on the first group and the rest on the second is a product of two binomial coefficients, weighted by exp(−jw/k_BT). With S = 2000, p close to 0.4016 and energy differences of ±0.01 k_BT, the explicit sum gave a response of 0.24036 per site. The value of p(1−p) is 0.24032. The two differ by about 2 parts in 10⁴ of the latter.

The same expression has a statistical meaning. A donor's bound-electron number N is 0 or 1, so N² = N. Its mean is 1−p, and its variance is (1−p) − (1−p)² = p(1−p). For independent donors, the second term in (12) is therefore the variance of the bound-electron number per volume. A non-degenerate ideal electron gas has a number variance equal to its mean, which gives the first term. Screening in this model is strong where the charge can fluctuate, and it vanishes where the occupation is fixed.

Equation (13) has several useful limits. At full ionisation, n = N_D − N_A and p = 1, so that n* = n. This holds with compensation as well. Without acceptors,

n* = n + n(1 − n/N_D) = 2n − n²/N_D,  (19)

which approaches 2n in deep freeze-out, n ≪ N_D. In that limit each free electron has left behind one positive donor, and that vacancy can move among many neutral donors. It contributes as much to the screening as the free electron does.

With acceptors present, freeze-out has a different limit. As n tends to zero, N_A donors per volume remain ionised because their electrons are on the acceptors. Equation (13) then gives

n* → N_A(1 − N_A/N_D).  (20)

The formula predicts screening by vacancies among the donors even when the band is almost empty. This limit belongs to the mean-field formula. The second half shows why the conditions behind it fail when the temperature becomes low enough. At fixed N_D, the donor term in (12) is largest at p = 1/2, where it equals N_D/4.

The steps from the statistics to (13) were tested together. The chemical potential was found from neutrality with the Fermi–Dirac integral in place of (2). The charge was then differentiated numerically with respect to μ. The six cases were as follows, with N_D and N_A in cm⁻³:

- 12 K, 10¹⁵ and 2×10¹⁴;
- 30 K, 10¹⁵ and 10¹³;
- 60 K, 10¹⁵ and 2×10¹⁴;
- 80 K, 10¹⁶ and 5×10¹⁵;
- 100 K, 10¹⁶ and 10¹⁵;
- 300 K, 10¹⁵ and 2×10¹⁴.

The largest deviation of (13) was 2.6×10⁻⁴ of the numerical response.

If the free electrons are degenerate, the replacement μ → μ−w still applies, but (8) does not. The first term of (12) then becomes k_BT ∂n/∂μ. The donor term keeps its form in p as long as the donors remain separate centres with at most one bound electron.

Time enters as a further condition. The donors contribute if their electrons can redistribute while the potential is present. A fixed ion provides a static potential, so enough time is available in an undisturbed sample. If the donor charges are frozen, δN_D⁺ = 0 and n* is replaced by n. The frozen donors then remain a fixed background of charges. This case gives the natural comparison for the size of the donor term.

For a weak, smooth, static potential, with non-degenerate electrons and donors in equilibrium, the density that sets the screening length is n* = n + N_D p(1−p), not n alone. What remains is to evaluate it for silicon at 60 K, to find its effect on scattering by one acceptor, and to examine where the linear mean-field picture fails.
